# Two-Electron Constrained Search: Why Singlet Determinants Doubly Occupy One Orbital: verification in Python

```python
# Result under test (Hartree atomic units). For a two-electron density n, the minimum
# kinetic energy over singlet states with density n is the von Weizsaecker energy
#   T_W = (1/8) int |grad n|^2 / n, reached by the doubly occupied orbital R = sqrt(n/2).
# Orbital R exp(i theta):               T = T_W + (1/2) int n |grad theta|^2
# a=sqrt(n)cos(beta), b=sqrt(n)sin(beta): T = T_W + (1/2) int n |grad beta|^2
# determinant |a alpha, b beta|:        <S^2> = 1 - |<a|b>|^2
# psi(r1,r2) = R(r1) B(r2|r1):          T = T_W + (1/2) int n int |grad_1 B|^2
# Potential having R as orbital:        v_s - eps = laplacian(sqrt n) / (2 sqrt n)
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, fci, dft

EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
def cnorm(*shape):
    v = rng.normal(size=shape) + 1j*rng.normal(size=shape)
    return v/np.linalg.norm(v)

# ---- spin algebra with explicit matrices (3 spatial functions x 2 spins)
d = 3
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
one = np.eye(2*d)
S_ops = [np.kron(np.kron(np.eye(d), p/2), one) + np.kron(one, np.kron(np.eye(d), p/2)) for p in pauli]
S2 = sum(S @ S for S in S_ops)
for _ in range(5):
    a, b = cnorm(d), cnorm(d)
    u, v = np.kron(a, [1, 0]), np.kron(b, [0, 1])
    det = (np.outer(u, v) - np.outer(v, u))/np.sqrt(2)
    assert abs(np.vdot(det.ravel(), S2 @ det.ravel()).real - (1 - abs(np.vdot(a, b))**2)) < 1e-12
    g_det = 2*det @ det.conj().T
    assert np.allclose(g_det @ g_det, g_det) and abs(np.trace(g_det) - 2) < 1e-12
# every antisymmetric S=0 state has a spin-blind density matrix (gamma/2) x 1
swap = np.eye(4*d*d).reshape(2*d, 2*d, -1).transpose(1, 0, 2).reshape(4*d*d, -1)
vals, vecs = np.linalg.eigh(S2 + 5*(np.eye(4*d*d) + swap))
singlets = vecs[:, vals < 1e-9]
assert singlets.shape[1] == d*(d + 1)//2
state = (singlets @ cnorm(singlets.shape[1])).reshape(2*d, 2*d)
g_full = 2*state @ state.conj().T
g_space = np.einsum('psqs->pq', g_full.reshape(d, 2, d, 2))
assert np.allclose(g_full, np.kron(g_space/2, np.eye(2)))

# ---- exponential model density; T from <f| -1/2 laplacian |f> by quadrature
r, mu = sp.symbols('r mu', real=True)
zeta, k, bb = sp.Rational(3, 2), sp.Rational(1, 2), sp.Rational(1, 2)
n3 = 2*zeta**3/sp.pi*sp.exp(-2*zeta*r)
sqrt_n3 = sp.sqrt(2*zeta**3/sp.pi)*sp.exp(-zeta*r)
xr, wr = np.polynomial.legendre.leggauss(200)
xm, wm = np.polynomial.legendre.leggauss(60)
RR, MM = np.meshgrid(12.5*(xr + 1), xm, indexing='ij')
WW = 2*np.pi*np.outer(12.5*wr, wm)*RR**2
ev = lambda e: sp.lambdify((r, mu), e, 'numpy')(RR, MM) + 0*RR
integ = lambda e: np.sum(WW*ev(e))
grad2 = lambda f: sp.diff(f, r)**2 + (1 - mu**2)*sp.diff(f, mu)**2/r**2
def kin_def(f):
    lap = (sp.diff(r**2*sp.diff(f, r), r) + sp.diff((1 - mu**2)*sp.diff(f, mu), mu))/r**2
    return np.sum(WW*np.conj(ev(f))*ev(-lap/2)).real
TW3 = integ(grad2(n3)/(8*n3))
assert abs(integ(n3) - 2) < 1e-10 and abs(TW3 - float(zeta**2)) < 1e-10
print(f"model: zeta = {float(zeta):.2f}, k = {float(k):.2f}, b = {float(bb):.2f} bohr^-1")
print(f"model T_W = {TW3:.6f} Ha = {TW3*EV:.3f} eV")
for name, theta in [("0", 0*r), ("k z", k*r*mu), ("2 z exp(-r)", 2*r*mu*sp.exp(-r))]:
    T = 2*kin_def(sqrt_n3/sp.sqrt(2)*sp.exp(sp.I*theta))
    excess = integ(n3*grad2(theta)/2)
    assert abs(T - TW3 - excess) < 1e-9
    if name == "k z":
        assert abs(T - float(zeta**2 + k**2)) < 1e-9
    print(f"phase {name}: T = {T:.6f} Ha, excess term = {excess:.6f} Ha")
beta = sp.pi/4 + bb*r*mu
oa, ob = sqrt_n3*sp.cos(beta), sqrt_n3*sp.sin(beta)
T_split, overlap = kin_def(oa) + kin_def(ob), integ(oa*ob)
assert abs(integ(oa**2) - 1) < 1e-10 and abs(integ(ob**2) - 1) < 1e-10
assert abs(T_split - float(zeta**2 + bb**2)) < 1e-9
assert abs(overlap - float((1 + bb**2/zeta**2)**-2)) < 1e-9
print(f"spin split: T = {T_split:.6f} Ha, <a|b> = {overlap:.6f}, <S^2> = {1-overlap**2:.6f}")

# ---- brute-force constrained search over all complex psi_ij on a small 1D grid
M, h = 8, 0.5
xs = h*(np.arange(M) - (M - 1)/2)
n_site = np.exp(-(xs - 0.3)**2/2)
n_site *= 2/n_site.sum()
K = (2*np.eye(M) - np.eye(M, k=1) - np.eye(M, k=-1))/(2*h*h)
def search(sign):
    cols = []
    for i in range(M):
        for j in range(i if sign > 0 else i + 1, M):
            e = np.zeros((M, M)); e[i, j] = 1; e[j, i] = sign
            cols.append(e.ravel())
    S = np.array(cols).T
    P = S.shape[1]
    parts = lambda p: ((S @ p[:P]).reshape(M, M), (S @ p[P:]).reshape(M, M))
    fun = lambda p: sum(2*np.sum(x*(K @ x)) for x in parts(p))
    jac = lambda p: np.concatenate([S.T @ (4*K @ x).ravel() for x in parts(p)])
    con = lambda p: sum(2*np.sum(x*x, axis=1) for x in parts(p)) - n_site
    cjac = lambda p: np.hstack([np.einsum('ij,ijp->ip', 4*x, S.reshape(M, M, P)) for x in parts(p)])
    found = []
    for _ in range(4):
        res = minimize(fun, rng.normal(size=2*P)/(1.4*M), jac=jac, method='SLSQP',
                       constraints={'type': 'eq', 'fun': con, 'jac': cjac},
                       options={'maxiter': 600, 'ftol': 1e-13})
        if np.max(np.abs(con(res.x))) < 1e-8:
            x, y = parts(res.x)
            found.append((res.fun, x + 1j*y))
    assert found
    return min(found, key=lambda t: t[0])
R_site = np.sqrt(n_site/2)
T_bound = 2*R_site @ K @ R_site
T_sing, psi_s = search(+1)
T_trip, _ = search(-1)
fidelity = abs(R_site @ psi_s @ R_site)
assert abs(T_sing - T_bound) < 1e-6 and fidelity > 1 - 1e-5
assert T_trip > T_bound + 0.1
print(f"grid search: {M} sites, h = {h:.2f} bohr, n_i ~ exp(-(x-0.3)^2/2)")
print(f"grid T[sqrt(n/2) twice] = {T_bound:.6f} Ha")
print(f"grid singlet minimum = {T_sing:.6f} Ha, |<RR|psi>| = {fidelity:.6f}")
print(f"grid triplet minimum found = {T_trip:.6f} Ha")

# ---- constant phase alpha on x > 0: free at a node, divergent where n > 0 (oscillator, omega = 1)
x = sp.symbols('x', real=True)
n_node = 4/sp.sqrt(sp.pi)*x**2*sp.exp(-x**2)
TW_node = 2*quad(sp.lambdify(x, sp.diff(n_node, x)**2/(8*n_node), 'numpy'), 0, 10)[0]
def fd_T(mod, alpha, step):
    g = step*(np.arange(-round(10/step), round(10/step)) + 0.5)
    phi = mod(g)*np.where(g > 0, np.exp(1j*alpha), 1)
    return np.sum(np.abs(np.diff(phi))**2)/step
mod1 = lambda g: np.sqrt(2)*np.pi**-0.25*np.abs(g)*np.exp(-g*g/2)
mod0 = lambda g: np.pi**-0.25*np.exp(-g*g/2)
print(f"node density 2|phi_1|^2: T_W = {TW_node:.6f} Ha")
for alpha in (0.0, np.pi/2, np.pi):
    for step in (1e-3, 1e-4):  # the single bond across the node gives an O(step) error
        assert abs(fd_T(mod1, alpha, step) - TW_node) < 2*step
    print(f"  alpha = {alpha:.4f} rad: T = {fd_T(mod1, alpha, 1e-4):.4f} Ha (h = 1e-4 bohr)")
jump = [fd_T(mod0, np.pi/2, s) - fd_T(mod0, 0.0, s) for s in (1e-3, 1e-4)]
assert abs(jump[1]/jump[0] - 10) < 1e-2
print(f"nodeless 2|phi_0|^2, jump pi/2: excess {jump[0]:.1f} Ha (h=1e-3), {jump[1]:.1f} Ha (h=1e-4)")

# ---- potential from n = sech^2 x, then diagonalization
root = 1/sp.cosh(x)
v_fun = sp.lambdify(x, sp.diff(root, x, 2)/(2*root), 'numpy')
step = 0.01
g = step*np.arange(-2000, 2001)
e_low, c_low = eigh_tridiagonal(1/step**2 + v_fun(g), -0.5/step**2*np.ones(g.size - 1),
                                select='i', select_range=(0, 0))
dev = np.max(np.abs(2*c_low[:, 0]**2/step - 1/np.cosh(g)**2))
assert abs(e_low[0]) < 1e-4 and dev < 1e-4  # O(step^2) discretization
print(f"sech^2: v_s-eps at x=0: {v_fun(0.0):.4f} Ha, at x=15: {v_fun(15.0):.4f} Ha")
print(f"sech^2: lowest level of v_s-eps = {e_low[0]:.1e} Ha, max density error = {dev:.1e} bohr^-1")

# ---- helium, cc-pVQZ
mol = gto.M(atom='He 0 0 0', basis='cc-pvqz', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12
E_hf = mf.kernel()
C = mf.mo_coeff
nmo = C.shape[1]
solver = fci.FCI(mf); solver.conv_tol = 1e-12
E_fci, ci = solver.kernel()
ci = np.asarray(ci).reshape(nmo, nmo)
assert np.allclose(ci, ci.T, atol=1e-5)
T_ao = mol.intor('int1e_kin')
grids = dft.gen_grid.Grids(mol); grids.atom_grid = (200, 50); grids.prune = None
grids.build()
ao = dft.numint.eval_ao(mol, grids.coords, deriv=1)
def weizsaecker(dm):
    rho = dft.numint.eval_rho(mol, ao, dm, xctype='GGA')
    ok = rho[0] > 1e-12
    assert abs(np.sum(grids.weights*rho[0]) - 2) < 1e-7
    tw = np.sum(grids.weights[ok]*np.sum(rho[1:4, ok]**2, axis=0)/(8*rho[0, ok]))
    return tw, rho[0], ok
dm_hf = mf.make_rdm1()
dm_mo = solver.make_rdm1(ci, nmo, (1, 1))
dm_fci = C @ dm_mo @ C.T
T_hf, T_fci = np.sum(dm_hf*T_ao), np.sum(dm_fci*T_ao)
TW_hf = weizsaecker(dm_hf)[0]
TW_fci, rho_fci, ok = weizsaecker(dm_fci)
assert abs(TW_hf - T_hf) < 1e-6
assert T_fci - TW_fci > 1e-2
pts = grids.coords[ok]
def cond_amp(p):  # components of B(r2|r1) on the orthonormal MOs of r2
    amp = dft.numint.eval_ao(mol, p) @ C @ ci
    return amp/np.linalg.norm(amp, axis=1)[:, None]
dx = 1e-4
gradB2 = sum(np.sum(((cond_amp(pts + dx*e) - cond_amp(pts - dx*e))/(2*dx))**2, axis=1)
             for e in np.eye(3))
cond_term = 0.5*np.sum(grids.weights[ok]*rho_fci[ok]*gradB2)
assert abs(cond_term - (T_fci - TW_fci)) < 5e-6
occ = np.sort(np.linalg.eigvalsh(dm_mo))[::-1]
print(f"He cc-pVQZ: {nmo} orbitals, E_HF = {E_hf:.6f} Ha, E_FCI = {E_fci:.6f} Ha")
print(f"He HF: T (integrals) = {T_hf:.6f} Ha, T_W (grid) = {TW_hf:.6f} Ha")
print(f"He FCI: T = {T_fci:.6f} Ha")
print(f"He FCI: T_s = T_W = {TW_fci:.6f} Ha = {TW_fci*EV:.3f} eV")
print(f"He FCI: T_c = T - T_s = {T_fci-TW_fci:.6f} Ha = {(T_fci-TW_fci)*EV:.3f} eV")
print(f"He FCI: conditional-amplitude term = {cond_term:.6f} Ha")
print(f"He FCI: T_c / T = {100*(T_fci-TW_fci)/T_fci:.2f} percent")
print(f"He FCI: two largest natural occupations = {occ[0]:.5f}, {occ[1]:.5f}")
print("no test failed")
```

Output:

```
model: zeta = 1.50, k = 0.50, b = 0.50 bohr^-1
model T_W = 2.250000 Ha = 61.226 eV
phase 0: T = 2.250000 Ha, excess term = 0.000000 Ha
phase k z: T = 2.500000 Ha, excess term = 0.250000 Ha
phase 2 z exp(-r): T = 2.906640 Ha, excess term = 0.656640 Ha
spin split: T = 2.500000 Ha, <a|b> = 0.810000, <S^2> = 0.343900
grid search: 8 sites, h = 0.50 bohr, n_i ~ exp(-(x-0.3)^2/2)
grid T[sqrt(n/2) twice] = 0.554009 Ha
grid singlet minimum = 0.554009 Ha, |<RR|psi>| = 1.000000
grid triplet minimum found = 1.495260 Ha
node density 2|phi_1|^2: T_W = 1.500000 Ha
  alpha = 0.0000 rad: T = 1.4999 Ha (h = 1e-4 bohr)
  alpha = 1.5708 rad: T = 1.4999 Ha (h = 1e-4 bohr)
  alpha = 3.1416 rad: T = 1.5000 Ha (h = 1e-4 bohr)
nodeless 2|phi_0|^2, jump pi/2: excess 1128.4 Ha (h=1e-3), 11283.8 Ha (h=1e-4)
sech^2: v_s-eps at x=0: -0.5000 Ha, at x=15: 0.5000 Ha
sech^2: lowest level of v_s-eps = -1.9e-06 Ha, max density error = 1.2e-05 bohr^-1
He cc-pVQZ: 30 orbitals, E_HF = -2.861514 Ha, E_FCI = -2.902411 Ha
He HF: T (integrals) = 2.861514 Ha, T_W (grid) = 2.861514 Ha
He FCI: T = 2.902160 Ha
He FCI: T_s = T_W = 2.866020 Ha = 77.988 eV
He FCI: T_c = T - T_s = 0.036140 Ha = 0.983 eV
He FCI: conditional-amplitude term = 0.036140 Ha
He FCI: T_c / T = 1.25 percent
He FCI: two largest natural occupations = 1.98394, 0.00763
no test failed
```
